# Why oxide filaments switch ultranonlinearly: field-lowered migration and Joule heating

## The fact to be explained

In the model cell treated here, 0.1 V would close a resistive gap in about 2.7 years, while 1.2 V closes it in 232 ns. A twelvefold rise in voltage shortens the time by 14.6 decades. Raising the field alone, with the temperature held at its read value, gives 2.1 decades. Raising the temperature alone, with the field held at its read value, gives 13.4. Heating therefore does most of the work, and the two gains add up to more than the joint gain.

The cell is an oxygen-vacancy filament in hafnium oxide, with rough typical parameters. A plug of length $d=3$ nm interrupts the filament. Vacancies of charge number $z=2$ hop over distance $a=0.3$ nm and barrier $W=1.2$ eV, with attempt frequency $\nu=10^{13}$ s$^{-1}$. The plug resistance is $R=20$ kΩ, the thermal resistance to the contacts is $R_{th}=10^7$ K/W, and the contacts stay at $T_0=300$ K.

The algebra uses atomic units, so the elementary charge is 1; $k$ is Boltzmann's constant and $\beta=1/kT$. Field and temperature are taken as uniform in the plug, which keeps its initial state until it switches.

## How the field moves ions

Let $s$ be position in units of $a$. The field $V/d$ tilts a periodic landscape:

$$U(s)=\tfrac{W}{2}(1-\cos 2\pi s)-2us,\qquad u=\frac{zaV}{2d}.$$

Setting $U'=0$ gives $\sin 2\pi s=g$ with $g=2u/(\pi W)$. The minimum lies at $s_1=\arcsin(g)/2\pi$ and the next maximum at $\tfrac12-s_1$. The forward barrier is

$$W\sqrt{1-g^2}-2u\left(\tfrac12-2s_1\right)=W\left[\sqrt{1-g^2}+g\arcsin g\right]-u,$$

because $4us_1=(2u/\pi)\arcsin g=Wg\arcsin g$. The previous maximum, at $-\tfrac12-s_1$, gives the same bracket with $+u$. For small $g$ the bracket is $1+g^2/2$, so to leading order the barriers are $W\mp u$. At 1.2 V the neglected bending is 0.0024 eV, a slowdown of 0.012 decades.

The hop rates are $k_\pm=\nu e^{-\beta(W\mp u)}$. Their difference times $a$ is the drift velocity, and $d$ divided by it is the switching time:

$$v=2a\nu e^{-\beta W}\sinh x,\qquad x=\beta u,\qquad t=\frac{d}{v}.$$

Back-hopping makes the mean passage time slightly different. Let $\tau_n$ be the mean time from site $n$ to site $n+1$, with a reflecting first site $n=0$. An ion at $n$ waits $1/(k_++k_-)$ and, if it hops back, must make two forward passages:

$$\tau_n=\frac{1+k_-(\tau_{n-1}+\tau_n)}{k_++k_-}\quad\Rightarrow\quad \tau_n=\frac1{k_+}+r\tau_{n-1},\quad r=\frac{k_-}{k_+}=e^{-2x}.$$

With $\tau_0=1/k_+$ this gives $\tau_n=(1-r^{n+1})/[k_+(1-r)]$. Summing over $N=d/a=10$ sites,

$$t_{pass}=\frac{1}{k_+-k_-}\left[N-\frac{r(1-r^N)}{1-r}\right].$$

The first term is $d/v$. The full result is 0.91 of it at read and 0.99 at write, so drift is a fair measure at both. In a hot plug at the read field, a combination used below to separate the mechanisms, the ratio is only 0.65. Passage times would therefore give a heat-only gain of 13.51 decades and an overlap of 1.03, instead of the drift values 13.37 and 0.89. At zero bias $\tau_n=(n+1)/k_+$, and the sum $N(N+1)/2k_+$ gives a diffusive retention time of 25 years at 300 K.

## How the current heats the plug

For an ohmic plug in steady state,

$$T=T_0+\Delta T,\qquad \Delta T=\frac{R_{th}V^2}{R}.$$

At 1.2 V the power is 72 µW, so $\Delta T=720$ K and $T=1020$ K. At 0.1 V the rise is 5 K.

The size of $R_{th}$ follows from heat conduction. Take a filament of radius $R_f=5$ nm between contacts $L=10$ nm apart, with conductivity $\kappa=1.5$ W/(m K) inside and outside. Heat carried by electrons in the filament arms is left out here. Power $P$ spread evenly over the central plug has density $q=P/(\pi R_f^2d)$. Its component along $\sin k_nz$, with $k_n=n\pi/L$ and $z$ measured from one contact, is

$$q_n=\frac2L\int_{plug}q\sin k_nz\,dz=\frac{4q}{n\pi}\sin\frac{n\pi}{2}\sin\frac{n\pi d}{2L}.$$

The radial part of the temperature rise is $q_n/(\kappa k_n^2)+A\,I_0(k_nr)$ inside and $B\,K_0(k_nr)$ outside. Equal slopes at $R_f$ require $B=-AI_1/K_1$. Equal values, with $I_0K_1+I_1K_0=1/(k_nR_f)$, then give $A=-q_nk_nR_fK_1(k_nR_f)/(\kappa k_n^2)$. Since $I_0(0)=1$, the rise on the axis is

$$\sum_n\frac{q_n}{\kappa k_n^2}\left[1-k_nR_fK_1(k_nR_f)\right]\sin k_nz.$$

Divided by $P$, this is $0.90\times10^7$ K/W at the plug's edge and $1.15\times10^7$ K/W at its centre. The round value used lies between them.

## Decades from each mechanism

Let $D=\log_{10}[t(\text{read})/t(\text{write})]$, with $D_F$ the gain from field alone and $D_T$ the gain from heat alone. The second keeps the read field, because uniform heating by itself gives the ions no direction.

**Field alone.** The temperature stays at 305 K, where $kT=0.02628$ eV. The argument $x$ rises from 0.3805 to $0.12/0.02628=4.57$, so

$$D_F=\log_{10}\frac{\sinh4.57}{\sinh0.3805}=2.09.$$

**Heat alone.** The lowering stays at $u=0.01$ eV while $W/kT$ falls from 45.66 to 13.65. The Arrhenius factor gains $32.0/\ln10=13.90$ decades. Meanwhile $x$ falls from 0.3805 to $0.01/0.0879=0.114$, which costs 0.53. Hence $D_T=13.37$.

**Both.** The joint gain is $D=14.57$, less than the sum 15.46 by $C=0.89$ decades. The sign of this overlap is general in the model. From $\ln v=\text{const}-\beta W+\ln\sinh\beta u$,

$$\frac{\partial\ln v}{\partial u}=\beta\coth\beta u,\qquad
\frac{\partial^2\ln v}{\partial\beta\,\partial u}=\coth x-\frac{x}{\sinh^2x}=\frac{\sinh2x-2x}{2\sinh^2x}>0.$$

Field therefore helps less when $\beta$ is smaller, that is, when the plug is hotter. Writing $D_F+D_T-D$ as differences of $\ln v$ between the four combinations of read and write values gives

$$C=\frac1{\ln10}\int_{\beta_w}^{\beta_r}\!d\beta\int_{u_r}^{u_w}\!du\left[\coth x-\frac{x}{\sinh^2x}\right]>0.$$

Evaluated numerically, this integral is also 0.885, the overlap found from the four switching times.

The field gain that survives in the hot plug is $D_F-C=\log_{10}[\sinh(\beta_wu_w)/\sinh(\beta_wu_r)]$. Since $\sinh(x)/x$ increases with $x$, this exceeds $\log_{10}(V_w/V_r)=1.08$; here it is 1.21.

Two limits show when the overlap matters. For $x\gg1$ the integrand tends to 1 and $C\approx(\beta_r-\beta_w)(u_w-u_r)/\ln10$. For $x\ll1$ it tends to $2x/3$, the overlap vanishes, and the field multiplies the drift velocity by just the voltage ratio. Once $Nx$ is small too, diffusion sets the passage time, which then hardly depends on voltage.

Any split of the joint gain depends on the order of counting. Heat supplies 13.37 decades if counted first and 12.48 if counted second, or 92% and 86% of the total.

## Where the steepness comes from

At fixed temperature $u\propto V$, so $d\ln\sinh x/d\ln V=x\coth x$. At fixed field $d\beta/d\ln T=-\beta$, so $d\ln v/d\ln T=\beta W-x\coth x$. Because $\Delta T\propto V^2$, $d\ln T/d\ln V=2\Delta T/T$. Together,

$$-\frac{d\ln t}{d\ln V}=x\coth x+\frac{2\Delta T}{T}\left(\beta W-x\coth x\right).$$

The field and heat terms are 1.05 and 1.46 at 0.1 V, 1.6 and 20.5 at 0.6 V, and 1.6 and 17.1 at 1.2 V. They are equal at 0.084 V.

The heat term passes through a maximum. Without the small $x\coth x$ it is $2W(T-T_0)/kT^2$, which peaks at $T=2T_0$. Here that is 600 K, reached near 0.77 V; with $x\coth x$ kept, the peak lies at 0.75 V and about 580 K. Beyond it, extra voltage still speeds switching, but with a smaller exponent.

Heating does not dominate in every cell. If $R_{th}$ is reduced with all else fixed, the separate gains become equal when the write pulse heats the plug by 36 K. A well-cooled or very resistive plug can fall below that.

Nor can the average field easily replace heat. At 305 K and with linear lowering, the same 14.6 decades would need 8.75 V, or 29 MV/cm, against a rough breakdown field of 5 MV/cm. If ions felt a local field larger than $V/d$ by a constant factor $f$ at both voltages, then $f(4.57-0.38)\approx14.57\ln10$ would require $f\approx8$ with linear lowering, or about 11 with the full cosine barrier. Such factors are not out of reach: the Lorentz estimate $(\varepsilon_r+2)/3$ gives 7 to 11 for a relative permittivity of 20 to 30, the range of hafnium oxide. With $f=9$, the cosine barrier and no heating, the model switches in about 220 ns at 1.2 V and in about 27 days at 0.1 V, a gain of 13.0 decades from field alone. Whether a hopping vacancy feels such a field is not settled here. The case for heating holds only if it does not.

## What the model leaves out

- **Uneven temperature.** With the calculated axial profile, $D$ is 14.7. At the filament's rim $R_{th}$ is only $0.60\times10^7$ K/W at mid-plug, where $T\approx733$ K, and $0.48\times10^7$ K/W at the plug's ends. Crossing the plug takes about 70 µs along the rim against about 165 ns along the axis, some 2.6 decades longer. The 232 ns describes the hot axis.
- **Gap closure.** As the gap shrinks, field and current grow. With $R$ proportional to the gap and $R_{th}$ fixed, the first half closes in 22 ns instead of 116 ns. At half gap the model reaches 1740 K, so it needs a current limit there.
- **Read conduction.** If the plug conducts less at read and hardly heats, $D$ rises to at most 14.9.
- **Filament arms.** At 2000 S/cm they add 2.2% to $R$. Multiplied by the steepness of 18.6, the lost voltage costs about 0.18 decades; the arms' own Joule heat reduces this to about 0.14. Electrons in such arms also carry heat. By the Wiedemann-Franz law they add about 1.5 W/(m K) at 300 K and more when hot. With the temperature dependence included, this lowers the on-axis $R_{th}$ to $0.45\times10^7$ K/W at the plug's edge and $0.74\times10^7$ K/W at its centre, and lengthens the write time by about 2.4 decades (1.7 if the 300 K value is held fixed). The 232 ns therefore assumes arms that conduct heat no better than the oxide.
- **Heat-up time.** The plug reaches 95% of its temperature rise in about 30 ps, far less than 232 ns.

Ion space charge and thermodiffusion are not estimated.

Thermal runaway needs separate care. If conductance $G$ is activated with energy $E_a$, then $dG/dT=GE_a/kT^2$. A small temperature excess grows at constant voltage when $R_{th}V^2\,dG/dT>1$, that is, when

$$E_a>\frac{kT^2}{\Delta T}=\frac{0.0879\times1020}{720}\ \text{eV}=0.12\ \text{eV}.$$

## Beside real hafnium-oxide cells

Write voltages near 1 V, currents of tens of microamperes and pulses from nanoseconds to microseconds are ordinary for such cells. The write field, 0.8 of the rough breakdown value, is high, and the barrier and filament temperature are uncertain. One assumption easily broken is the fixed 20 kΩ, since the high-resistance state is often more resistive and non-ohmic. With 200 kΩ at 1.2 V the rise is 72 K, $W/kT=37.4$ and $x=3.74$, and the switching time becomes about 400 s. The 232 ns thus depends on the current that flows before the gap closes.

## What to do about it

**Control heat as closely as voltage.** At fixed $V$ and $R$, $-d\ln t/d\ln R_{th}$ is half the heat term, 8.5 at write. Ten percent more thermal resistance therefore shortens the time by a factor of about 2.2.

**Budget disturbance by accumulated time.** At half the write voltage the model switches in 0.99 s, equal to about four million write pulses of 232 ns. This assumes that ion displacement accumulates between pulses. The 2.7 years at 0.1 V is likewise total time under bias, and is short for a cell read continuously over ten years.

**Limit the current.** Gap closure and activated conduction both raise the power at constant voltage. A series transistor or resistor bounds it, provided it acts within the closing time.

**Vary the ambient temperature to identify the mechanism.** If $R$ and $R_{th}$ do not depend on $T_0$, then $dT=dT_0$ at fixed voltage, and

$$\frac{d\ln t}{d(1/kT_0)}=\left(W-u\coth x\right)\frac{T_0^2}{T^2}.$$

At 1.2 V, $u\coth x=1.56\,kT=0.14$ eV, so the apparent activation energy is $1.06\times(300/1020)^2=0.09$ eV. Without heating, and without local-field enhancement, it would be about 1.08 eV. A strong local field also lowers it: for $f=9$ and no heating it is about 0.32 eV with the cosine barrier and 0.12 eV with linear lowering, so this test alone does not separate heat from such a field. A weak dependence on ambient temperature at write, with a strong one at low voltage, is what this model predicts for a self-heated filament.

The remaining values are in the numerical output below.

## Computed values

```
barrier W = 1.2 eV, hop a = 0.3 nm, charge z = 2
attempt frequency = 1e+13 1/s, contacts T0 = 300 K
plug d = 3.0 nm, oxide = 10.0 nm, radius = 5.0 nm
R = 20 kOhm, Rth = 1.0e+07 K/W
read = 0.1 V, write = 1.2 V
read: field = 0.333 MV/cm, T = 305.0 K
read: lowering u = 0.0100 eV, kT = 0.02628 eV
read: W/kT = 45.657, x = 0.3805
write: field = 4.000 MV/cm, T = 1020.0 K
write: lowering u = 0.1200 eV, kT = 0.08790 eV
write: W/kT = 13.652, x = 1.3652
write power = 72.0 uW
read switching time = 8.647e+07 s = 2.74 years
write switching time = 2.320e-07 s = 232 ns
field only, time at write = 7.012e+05 s
heat only, time at write = 3.725e-06 s
joint gain D = 14.571 decades
field-only gain = 2.091 decades
heat-only gain = 13.366 decades
overlap C = 0.885 decades, double integral = 0.885
field gain left in hot plug = 1.206 decades
log10(Vwrite/Vread) = 1.079
at 0.3 V: T = 345 K, time = 1.423e+05 s
at 0.6 V: T = 480 K, time = 9.863e-01 s
at 0.9 V: T = 705 K, time = 9.078e-05 s
steepness at 0.1 V: field 1.05, heat 1.46
steepness at 0.6 V: field 1.62, heat 20.54
steepness at 1.2 V: field 1.56, heat 17.08
equal steepness at V = 0.0836 V
field-only voltage for same D = 8.75 V
field-only field for same D = 29.2 MV/cm
rough breakdown field (input) = 5 MV/cm
write field / breakdown = 0.80
equal gains if write heating = 36.4 K
zero-bias retention at T0 = 25.2 years
passage/drift time: read 0.912, write 0.993
barrier bending at write = 0.00243 eV
slowdown by bending = 0.0120 decades
kappa = 1.5 W/(m K), heat capacity = 2.5 J/(cm3 K)
axis Rth: plug edge 9.033e+06, centre 1.148e+07 K/W
rim Rth at mid-plug = 6.010e+06 K/W
D with axis temperature profile = 14.689 decades
heat-up time to 95 percent = 31.5 ps
arm conductivity (input) = 2000 S/cm
arm resistance / R = 0.0223
D without read heating = 14.894 decades
half closure at write: fixed state 116.0 ns
half closure, feedback = 21.7 ns
D for half closure with feedback = 15.070 decades
runaway activation energy = 0.1245 eV
```
